\section*{The xenon K-shell binding energy from Dirac-Fock, Breit and QED terms}

\section*{Problem}

A free xenon atom ($Z=54$) loses one 1s electron. Its K binding energy is the energy of the ion minus that of the neutral atom. Hartree units are used, with $c=1/\alpha$ and the electron rest energy removed; main results are converted to eV.

The following data are given.
\begin{itemize}
\item The nucleus has a Gaussian charge distribution of rms radius 4.8 fm.
\item The one-loop self-energy of a hydrogenic 1s electron is $\alpha(Z\alpha)^4c^2F/\pi$, with $F=1.78$ at $Z=54$. This value comes from a calculation that does not expand in $Z\alpha$. It is an input here and is not derived.
\item The one-loop vacuum polarization function is
\begin{equation}
\Pi(q)=\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{q^2}{c^2}\right],
\label{pi}
\end{equation}
and it multiplies the Coulomb potential by $1+\Pi(q)$.
\item The comparison value for the K edge is taken as 34.56 keV, rounded to 10 eV. It is an input of the problem and is not checked here.
\end{itemize}

(a) Relate the Dirac-Fock eigenvalue to the binding energy and find the relaxation energy. (b) Derive and evaluate the static Breit correction. (c) Find the vacuum polarization and self-energy corrections. (d) Add the terms, compare with the edge, and state what the comparison can show.

\section*{Solution}

\subsection*{(a) Eigenvalue and relaxation}

Let $i,j$ run over occupied spinors, let $h_i$ be the one-electron energies, and let $J_{ij},K_{ij}$ be the direct and exchange Coulomb integrals. The energy of one determinant is
\begin{equation}
E=\sum_i h_i+\tfrac12\sum_{ij}(J_{ij}-K_{ij}).
\end{equation}
The terms $i=j$ cancel. If spinor $a$ is removed and the others are kept, its pair terms disappear once each, so
\begin{equation}
E_{\rm ion}^{\rm frozen}-E_{\rm atom}
=-h_a-\sum_j(J_{aj}-K_{aj})=-\varepsilon_a .
\label{koop}
\end{equation}

To obtain the radial equations, write each spinor as $\psi=r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$. With $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, three identities are needed:
\begin{equation}
\Omega_{-\kappa}=-\sigma_r\Omega_\kappa,\quad
\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa,\quad
\boldsymbol\sigma\cdot\nabla=\sigma_r\!\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\label{ids}
\end{equation}
They turn the Dirac equation in a potential $V$ into
\begin{equation}
VP-c\left(Q'-\frac{\kappa Q}{r}\right)=\varepsilon P,\qquad
c\left(P'+\frac{\kappa P}{r}\right)+(V-2c^2)Q=\varepsilon Q .
\label{rad}
\end{equation}
In Dirac-Fock theory $V$ contains the nuclear and direct potentials, and the nonlocal exchange operator is added. For exchange with a full subshell $b$ of $N_b=2j_b+1$ electrons, the Wigner-Eckart theorem and the sum over magnetic quantum numbers give
\begin{equation}
-N_b\sum_J g_J\,R^J,\qquad
g_J=\begin{pmatrix}j_a&J&j_b\\ \frac12&0&-\frac12\end{pmatrix}^{\!2},
\quad l_a+l_b+J\ \text{even}.
\end{equation}
Here $R^J(f,f)=\iint f(r)f(r')\,r_<^J r_>^{-J-1}\,dr\,dr'$ with $f=P_aP_b+Q_aQ_b$.

For xenon $\varepsilon_{1s}=-1277.2571$ Ha, so the frozen-orbital binding energy is 34755.9 eV. The nucleus matters at this level: in the one-electron ion, its size raises the 1s level from $-1519.4733$ to $-1519.3563$ Ha, or by about 3.2 eV.

The orbitals of the ion must now be recomputed. Outside the 1s cloud the missing electron increases the attractive charge by nearly one unit, and the other shells adjust. All members of a subshell keep the same radial functions, so spin polarization by the hole is excluded.

The remaining 1s electron has occupation 1 and no self-interaction, while each closed $ns$ shell has occupation 2. Let $F_1$ and $F_c$ be their mean-field operators. Under the small rotation $1s\to1s+\theta\,ns$, $ns\to ns-\theta\,1s$, the energy changes by
\begin{equation}
\delta E=2\theta\,\langle 1s|F_1-2F_c|ns\rangle .
\end{equation}
This must vanish. The condition fixes the coupling between the open and closed shells, which a single closed-shell operator would miss.

The two self-consistent energies give
\begin{equation}
E_{\rm ion}-E_{\rm atom}=-6172.1777+7446.8976=1274.7199\ {\rm Ha}=34686.9\ {\rm eV}.
\end{equation}
The relaxation energy is therefore $34755.9-34686.9=69.0$ eV. These numbers come from a finite Gaussian expansion of $P$ and $Q$. A larger, denser basis lowers each total energy by 0.0005 Ha, so the last digit of each is not converged; their difference and $\varepsilon_{1s}$ are unchanged at the digits shown.

\subsection*{(b) Breit correction}

The static Breit operator is
\begin{equation}
B=-\frac{1}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})\right].
\end{equation}
To see its structure, note that $8\pi/k^4$ corresponds to $-r$ in position space, apart from terms that the derivatives below remove. Hence $4\pi k_ik_j/k^4$ corresponds to $\frac12\partial_i\partial_j r=(\delta_{ij}-\hat r_i\hat r_j)/(2r)$. Subtracting this from $\delta_{ij}/r$ leaves $(\delta_{ij}+\hat r_i\hat r_j)/(2r)$. Thus $B$ is minus the interaction $4\pi/k^2$ between transverse currents.

The direct term with a full subshell vanishes, because time-reversed partners carry opposite currents. Exchange remains. With $\mathbf j=\psi_a^\dagger\boldsymbol\alpha\psi_b$,
\begin{equation}
-\langle ab|B|ba\rangle=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\mathbf j_T(\mathbf k)|^2\ge0 .
\label{pos}
\end{equation}
The 1s level moves up and the binding energy falls.

\paragraph{Radial form.} Define $U=Q_aP_b-P_aQ_b$ and $W=P_aQ_b+Q_aP_b$. The current is
\begin{equation}
\mathbf j=\frac{i}{r^2}\left[P_aQ_b\,\Omega_{\kappa_a}^\dagger\boldsymbol\sigma\Omega_{-\kappa_b}-Q_aP_b\,\Omega_{-\kappa_a}^\dagger\boldsymbol\sigma\Omega_{\kappa_b}\right].
\end{equation}
Since $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$, its radial component is $iU\,\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}/r^2$.

For the tangential part take $\mathbf G=\Omega_{\kappa_a}^\dagger\boldsymbol\sigma\Omega_{-\kappa_b}$. From (\ref{ids}), $\boldsymbol\sigma\cdot\nabla\Omega_\kappa=-(\kappa+1)\Omega_{-\kappa}/r$, and therefore
\begin{equation}
\nabla\cdot\mathbf G=\frac{(\kappa_b-1)-(\kappa_a+1)}{r}\,\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}.
\end{equation}
The radial part of $\mathbf G$ contributes $-2\,\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}/r$. The tangential divergence is what is left, $(\kappa_b-\kappa_a)\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}/r$. Reversing both $\kappa$ signs gives the second term of $\mathbf j$, so the tangential divergence of $\mathbf j$ is $i(\kappa_b-\kappa_a)W\,\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}/r^3$.

Expand $\Omega_{\kappa_a}^\dagger\Omega_{\kappa_b}$ in $Y_{JM}$. A tangential field $iT\,r\nabla Y_{JM}/r^2$ has divergence $-iJ(J+1)T\,Y_{JM}/r^3$. Comparison gives
\begin{equation}
T=\frac{(\kappa_a-\kappa_b)W}{J(J+1)} .
\end{equation}

The rest of the tangential current has the form $\hat{\mathbf r}\times r\nabla Y_{JM}$. To find it, use $\boldsymbol\sigma\sigma_r=\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma$, which gives
\begin{equation}
(\hat{\mathbf r}\times\mathbf G)_{\rm tan}=i\,(\Omega_{\kappa_a}^\dagger\boldsymbol\sigma\Omega_{\kappa_b})_{\rm tan}.
\end{equation}
The previous divergence formula with $\kappa_b\to-\kappa_b$ applies to the right side. The second term of $\mathbf j$ is treated in the same way, and together
\begin{equation}
\nabla\cdot(\hat{\mathbf r}\times\mathbf j)_{\rm tan}=\frac{(\kappa_a+\kappa_b)W}{r^3}\,\Omega_{\kappa_a}^\dagger\Omega_{-\kappa_b}.
\end{equation}
This part has radial amplitude $(\kappa_a+\kappa_b)W/[J(J+1)]$ up to a sign, and $l_a+l_b+J$ is odd.

Now project $\mathbf j$ on the transverse eigenfields of $-\nabla^2$ with eigenvalue $k^2$:
\begin{equation}
\mathbf M=\frac{j_J(kr)\,\mathbf r\times\nabla Y_{JM}}{\sqrt{J(J+1)}},\qquad
\mathbf N=\frac{\nabla\times\nabla\times[\mathbf r\,j_J(kr)Y_{JM}]}{k\sqrt{J(J+1)}} .
\end{equation}
Their completeness measure is $(2/\pi)k^2dk$, so the interaction $4\pi/k^2$ leaves $4\pi(2/\pi)\,dk$. The radial part of $\mathbf N$ is $\sqrt{J(J+1)}\,j_J(kr)Y_{JM}/(kr)$. Its tangential part is $[j_J'(kr)+j_J(kr)/(kr)]\,r\nabla Y_{JM}/\sqrt{J(J+1)}$. Since $|r\nabla Y_{JM}|^2$ integrates to $J(J+1)$ over angles, the overlap of $\mathbf N$ with the current has the radial factor
\begin{equation}
\tau_J(k)=\sqrt{J(J+1)}\int_0^\infty\!dr\left[U\frac{j_J(kr)}{kr}+T\left(j_J'(kr)+\frac{j_J(kr)}{kr}\right)\right].
\end{equation}
The squared $Y_{JM}$ coefficients of $\Omega_{\kappa_a}^\dagger\Omega_{\pm\kappa_b}$, summed over $M$ and $m_b$, give $(2J+1)N_bg_J/(4\pi)$. This follows from inserting $1/r_{12}=\sum_{JM}4\pi\,r_<^Jr_>^{-J-1}Y_{JM}Y_{JM}^*/(2J+1)$ into the Coulomb exchange of part (a) and matching to $N_bg_JR^J$. The factor $1/(4\pi)$ cancels the $4\pi$ of the interaction. For $\mathbf M$ the $k$ integral follows from $(2/\pi)\int_0^\infty j_J(kr)j_J(kr')dk=r_<^J r_>^{-J-1}/(2J+1)$. The level shift from a full subshell $b$ is then
\begin{equation}
\Delta\varepsilon_{ab}=N_b\!\sum_{J\ge1}g_J\times
\begin{cases}
\dfrac{(\kappa_a+\kappa_b)^2}{J(J+1)}R^J(W,W), & l_a+l_b+J\ \text{odd},\\[3mm]
\dfrac{2(2J+1)}{\pi}\displaystyle\int_0^\infty\!\tau_J(k)^2dk, & l_a+l_b+J\ \text{even}.
\end{cases}
\label{breit}
\end{equation}
For numerical work the $k$ integral of the even case is done in closed form. The recurrences $j_J/x=(j_{J-1}+j_{J+1})/(2J+1)$ and $j_J'+j_J/x=[(J+1)j_{J-1}-Jj_{J+1}]/(2J+1)$ give
\begin{equation}
\tau_J=\frac{\sqrt{J(J+1)}}{2J+1}\int_0^\infty\!dr\left[(U+(J+1)T)\,j_{J-1}(kr)+(U-JT)\,j_{J+1}(kr)\right].
\end{equation}
The squared terms use the integral quoted above with $J\to J\mp1$. The cross term uses $(2/\pi)\int_0^\infty j_{J-1}(kr)j_{J+1}(kr')dk=\frac12\left(r^{J-1}/r'^{J}-r^{J+1}/r'^{J+2}\right)$ for $r<r'$ and zero for $r>r'$. Formula (\ref{breit}) in this form, including both Bessel integrals, was tested against Fourier transforms of explicit spinor currents for five $\kappa$ pairs. The largest relative deviation was $2\times10^{-7}$.

\paragraph{The 1s pair at small $Z\alpha$.} Here $\kappa_a=\kappa_b=-1$, $J=1$, $g_1=1/6$ and $W=2PQ$, so (\ref{breit}) becomes $\frac83R^1(PQ,PQ)$. For an unscreened electron at small $Z\alpha$, (\ref{rad}) gives $Q\simeq-Z\alpha P/2$ with $P=2Z^{3/2}re^{-Zr}$. Setting $x=2Zr$ and using the symmetry of the two regions,
\begin{equation}
R^1(P^2,P^2)=Z\int_0^\infty\!dx'\,e^{-x'}\!\int_0^{x'}\!dx\,x^3e^{-x}
=Z\int_0^\infty\!x^3e^{-2x}dx=\frac{3Z}{8}.
\end{equation}
The shift is therefore $\frac83\cdot\frac{(Z\alpha)^2}{4}\cdot\frac{3Z}{8}=\frac14\alpha^2Z^3$. With $Z\alpha=0.39406$ this is 2.096 Ha, or 57.0 eV. The Dirac-Fock orbitals give 58.14 eV. The limit neglects both screening and higher powers of $Z\alpha$, so this closeness does not show that either is negligible.

\paragraph{Result for xenon.} The other shells add 28.74 eV, and the frozen-orbital shift is 86.88 eV. Relaxation also changes the Breit energy. Both Dirac-Fock energies are stationary, so the first-order response of the orbitals to $B$ does not contribute. To first order in $B$, the correction is the difference of its expectation values in the ion and the atom:
\begin{equation}
\Delta B=-82.49\ {\rm eV}.
\end{equation}
The binding energy is now $34686.9-82.5=34604.4$ eV.

\subsection*{(c) Vacuum polarization and self-energy}

In (\ref{pi}) set $v=1-2x$ and use the symmetry in $v$. Integrate by parts with $v-v^3/3$ as the integral of $1-v^2$; the boundary terms vanish. This gives
\begin{equation}
\Pi(q)=\frac{\alpha}{2\pi}\int_0^1\!dv\,\frac{2v^2(1-v^2/3)\,q^2}{4c^2+(1-v^2)q^2}.
\end{equation}
Now put $t=(1-v^2)^{-1/2}$, so that $dv=dt/(t^2\sqrt{t^2-1})$:
\begin{equation}
\Pi(q)=\frac{2\alpha}{3\pi}\int_1^\infty\!dt\,\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right)\frac{q^2}{q^2+4c^2t^2}.
\end{equation}
The correction to the potential of a point charge is $-4\pi Z\,\Pi(q)/q^2$. Because $4\pi/(q^2+4c^2t^2)$ transforms to $e^{-2ctr}/r$, the Uehling potential is
\begin{equation}
V_U(r)=-\frac{2\alpha Z}{3\pi r}\int_1^\infty\!dt\,\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right)e^{-2ctr}.
\end{equation}
It is attractive and increases the binding energy. The finite nuclear size is neglected in $V_U$, though not in the orbitals. Folding $V_U$ with the Gaussian nuclear charge would reduce the magnitude of the 1s expectation values below by about 0.006 eV, enough to change the last digit of $\Delta E_{VP}$.

For small $q$, (\ref{pi}) gives $\Pi\simeq\alpha^3q^2/(15\pi)$, so $V_U\simeq-\frac{4}{15}\alpha^3Z\,\delta^3(\mathbf r)$. With the nonrelativistic density $Z^3/\pi$ at the nucleus, the shift is $-4\alpha^3Z^4/(15\pi)$. This is $-7.63$ eV at $Z=54$. The expectation value of $V_U$ in the Dirac 1s orbital of the one-electron ion is $-7.33$ eV, and the Dirac-Fock 1s orbital gives
\begin{equation}
\Delta E_{VP}=-7.18\ {\rm eV}.
\end{equation}

The given self-energy formula becomes $\alpha^3Z^4F/\pi$ in Hartree units, since $c=1/\alpha$. Its value is 50.94 eV for the one-electron ion. In xenon the other electrons reduce the 1s density near the nucleus. The ratio of the Dirac-Fock to the hydrogenic Uehling shift measures this reduction and equals 0.97874. The ratio of the densities within one reduced Compton length, $r<1/c$, is 0.97930. Multiplying the self-energy by the first ratio is an approximation motivated by its short range:
\begin{equation}
\Delta E_{SE}\simeq0.97874\times50.94\ {\rm eV}=49.86\ {\rm eV}.
\end{equation}
The agreement of the two ratios shows that the density reduction depends little on how the region near the nucleus is weighted, but it does not test the self-energy itself. An error of 1 percent in $F$ changes the result by 0.50 eV. Unlike the Breit term, both QED shifts are taken with frozen orbitals. In the ion the remaining electrons, including the second 1s electron, contract toward the nucleus, and the resulting change of their QED shifts is neglected. For scale, screening lowers the 1s self-energy by about 1 eV in the neutral atom, and part of that screening is removed in the ion. This covers only the remaining 1s electron; the contraction of the outer s shells changes the self-energy in the same direction and is not included in this estimate.

The limits above show how the terms scale. The hydrogenic self-energy divided by the leading 1s-pair Breit shift is $4Z\alpha F/\pi$, which is 0.89 here. In xenon both terms amount to tens of eV, so both are needed at this level of accuracy.

\subsection*{(d) Sum and comparison}

Positive shifts of the 1s level reduce the binding energy, so both QED shifts are subtracted:
\begin{align}
I_K&=-\varepsilon_{1s}-E_{\rm relax}+\Delta B-\Delta E_{SE}-\Delta E_{VP}\nonumber\\
&=(34755.9-69.0-82.5-49.9+7.2)\ {\rm eV}\nonumber\\
&=34561.7\ {\rm eV}=1270.1\ {\rm Ha}.
\end{align}
The bare eigenvalue lies 195.9 eV above the stated edge, and the full sum lies 1.7 eV above it.

This difference is not a measure of the accuracy of the calculation, for three reasons.
\begin{itemize}
\item The edge is rounded to 10 eV, which alone allows a shift of 5 eV either way.
\item An absorption edge can include excitation into bound empty orbitals below the ionization threshold, so the two energies are not the same quantity.
\item The calculation leaves out electron correlation, coupling of the hole to Auger channels, the effect of orbital relaxation on the QED shifts, two-loop QED and vacuum polarization beyond the Uehling term.
\end{itemize}

The frequency of the exchanged transverse photon is also neglected. Keeping it replaces $1/k^2$ by $1/(k^2-\omega^2/c^2)$ in (\ref{pos}), where $\omega$ is the difference of the two orbital energies. It vanishes for the 1s pair. For 1s and 2p$_{3/2}$, $\omega=1099.6$ Ha and the mean 1s radius is 0.02665 bohr, so $\omega r/c=0.214$. Its square is 0.046. Applied to the 28.74 eV from the other shells, this suggests a correction of order 1 eV; it is an estimate of scale, not a computed term.

The sum is therefore consistent with the edge at the level of several eV; the omitted terms were not computed, so cancellation among them is not excluded. At that level relaxation, the Breit interaction and the self-energy are each clearly required. The vacuum polarization, at 7.2 eV, is close to the resolution of the comparison. The numerical output lists the individual contributions and checks.

\section*{Calculated quantities}
\begin{verbatim}
Hartree energy: 27.211386 eV
Speed of light c: 137.035999 a.u.
Given nuclear rms radius: 4.8 fm
Given self-energy function F: 1.78
Given K edge: 34.56 keV
Z alpha: 0.39406
Neon energy, radial code: -128.406756 Ha
Neon energy, 4-component code: -128.406756 Ha
Largest relative Breit test error: 2.2e-07
Hydrogenic 1s, Sommerfeld: -1519.4733 Ha
Hydrogenic 1s, point-nucleus basis: -1519.4731 Ha
Hydrogenic 1s, finite nucleus: -1519.3563 Ha
Xe neutral Dirac-Fock energy: -7446.8976 Ha
Xe 1s-hole Dirac-Fock energy: -6172.1777 Ha
Xe 1s eigenvalue: -1277.2571 Ha
Xe 2p3/2 eigenvalue: -177.7046 Ha
Frozen-orbital binding: 1277.2571 Ha
Hole-energy rotation gradient: -0.00000 Ha
Mean 1s radius: 0.02665 bohr
Phase omega r/c for 1s-2p3/2: 0.214
Screening ratio from Uehling: 0.97874
Screening ratio from density: 0.97930
Minus 1s eigenvalue: 34755.9 eV
Relaxation energy: 69.0 eV
Relaxed Dirac-Fock binding: 34686.9 eV
Frozen Breit level shift: 86.88 eV
  part from 1s pair: 58.14 eV
  part from other shells: 28.74 eV
Relaxed Breit change of binding: -82.49 eV
Binding including Breit: 34604.4 eV
Hydrogenic self-energy shift: 50.94 eV
Screened self-energy shift: 49.86 eV
Effect of 1 percent error in F: 0.50 eV
Hydrogenic Uehling shift: -7.33 eV
Xe 1s Uehling shift: -7.18 eV
Final K binding energy: 1270.120 Ha
Final K binding energy: 34.5617 keV
Final value minus given edge: 1.7 eV
Bare eigenvalue minus given edge: 195.9 eV
\end{verbatim}
